\section*{Voronoi faces do not count neighbours in a slightly disordered fcc crystal}

\section{Twelve neighbours, fourteen faces}

In a model of face-centred cubic cobalt at 300 K, with 4000 atoms displaced at random by $0.0070$ nm per Cartesian component, every atom has 12 neighbours within $0.302$ nm. The Voronoi cells of the same atoms have $14.05$ faces on average, and only $6.5\,\%$ of them have 12 (sampling error about $0.4$ percentage points). Making the displacements smaller does not cure this: at $10^{-6}$ of the lattice constant the mean is $14.0000$. The number of faces is therefore not the number of neighbours, even when the neighbours are unmistakable.

The Voronoi cell of an atom is the region closer to it than to any other atom. Two atoms share a face if their cells meet in a polygon of non-zero area. Let $a$ be the cubic lattice constant and $b=a/2$. With an atom at the origin, its nearest neighbours are at $b(\pm1,\pm1,0)$ and permutations, at distance $a/\sqrt2$. The plane halfway to a neighbour $\mathbf d$ is $\mathbf r\cdot\mathbf d=d^2/2$, so the perfect cell is
\begin{equation}
|x|+|y|\le b,\qquad |y|+|z|\le b,\qquad |z|+|x|\le b .
\end{equation}
By symmetry it suffices to examine $x\ge y\ge z\ge0$, where $x+y\le b$ implies the other two conditions. This piece is a tetrahedron with corners $0$, $b(1,0,0)$, $b(\tfrac12,\tfrac12,0)$ and $b(\tfrac12,\tfrac12,\tfrac12)$. The third corner is the centre of a face. The cell thus has two kinds of vertex:
\begin{itemize}
\item Eight at $b(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)$, where three faces meet and four atoms are equally near. Such a vertex is called simple.
\item Six at $b(\pm1,0,0)$ and permutations, where four faces meet. These are the octahedral holes, with six atoms at the same distance $b$.
\end{itemize}
At the hole $b(1,0,0)$ one of the six atoms is the second neighbour $b(2,0,0)$. Its bisector $x=b$ touches the cell in that one point, so it contributes no face. Each of the 12 faces is a rhombus with diagonals $b$ and $\sqrt2\,b$, hence of area
\begin{equation}
A_0=\tfrac12\,b\,\sqrt2\,b=\frac{\sqrt2}{8}\,a^2 .
\end{equation}

\section{What a displacement does to a hole}

Take a periodic crystal and displace its atoms by $\mathbf u=\sigma\boldsymbol\xi$, with a fixed generic pattern $\boldsymbol\xi$ of unit mean square per component and an amplitude $\sigma\to0$. Place the origin at an octahedral hole. Its six atoms are at $b\mathbf n+\mathbf u_{\mathbf n}$, with $\mathbf n=\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$. The distance from an atom to a point $\boldsymbol\delta$ near the hole, with $\delta$ of order $\sigma$, is
\begin{equation}
|b\mathbf n+\mathbf u_{\mathbf n}-\boldsymbol\delta|
=b+w_{\mathbf n}-\mathbf n\cdot\boldsymbol\delta+O(\sigma^2/b),
\qquad w_{\mathbf n}=\mathbf n\cdot\mathbf u_{\mathbf n}.
\end{equation}
For the two atoms on the $x$ diagonal define
\begin{equation}
e_x=w_{+x}+w_{-x}=u_x(+x)-u_x(-x),\qquad
m_x=\tfrac12(w_{+x}-w_{-x}).
\end{equation}
To first order, $e_x$ is the elongation of the diagonal and $m_x$ the shift of its midpoint. Substituting $w_{\pm x}=e_x/2\pm m_x$ gives
\begin{equation}
w_{\pm x}\mp\delta_x=\frac{e_x}{2}\mp(\delta_x-m_x).
\end{equation}
The smaller of the two values is $e_x/2-|\delta_x-m_x|$. The same holds for $y$ and $z$, so the distance to the nearest atom is
\begin{equation}
b+\min_{i=x,y,z}\left(\frac{e_i}{2}-|\delta_i-m_i|\right).
\label{eq:min}
\end{equation}

The two atoms on the $x$ diagonal share a face where they are equally near and no other atom is nearer. The first condition is $\delta_x=m_x$. The second is $e_x/2\le e_y/2-|\delta_y-m_y|$, and likewise for $z$:
\begin{equation}
|\delta_y-m_y|\le\frac{e_y-e_x}{2},\qquad
|\delta_z-m_z|\le\frac{e_z-e_x}{2}.
\end{equation}
These conditions can be met with non-zero area only if $e_x$ is the smallest elongation. The new face is then a rectangle normal to $x$, of area
\begin{equation}
A=(e_y-e_x)(e_z-e_x).
\label{eq:area}
\end{equation}
The diagonal that becomes shortest gains a face; the other two do not. The atoms joined by it are second neighbours, a distance $a$ apart.

The neglected terms do not alter this result for small $\sigma$. Four of the six atoms always include an opposite pair. By (\ref{eq:min}), an opposite pair can be nearest only on the shortest diagonal and inside the rectangle. A point with four nearest atoms is therefore a corner of the rectangle, where the pair is joined by one atom of each other diagonal. These four atoms are not coplanar, so their equidistant point is unique. The terms of order $\sigma^2/b$ shift the corners by that order, whereas the sides are of order $\sigma$. For distinct $e_i$ and small enough $\sigma$, one degenerate vertex thus becomes four simple ones.

\section{Why the mean is fourteen}

Each atom borders six holes and each hole borders six atoms, so there is one hole per atom. Each hole creates one face, and a face belongs to two cells. The original 12 faces have finite area and survive. No other pair gains a face, because the eight simple vertices involve only mutual nearest neighbours and all other cells stay a finite distance apart. Hence
\begin{equation}
\langle F\rangle=12+2\times1=14 .
\label{eq:fourteen}
\end{equation}
Neither a Gaussian law nor independence of the displacements was used. It suffices that at every hole one of the three elongations is smaller than both others. If the smallest first-order elongations are equal, symmetry or the second-order terms decide: a pure $xy$ shear has $e_x=e_y=e_z=0$, yet it lengthens the $x$ and $y$ diagonals at second order and gives 14 faces. A uniform dilation makes all three equal, the rectangle has zero area, and the cell keeps 12 faces. A shortening by $1\,\%$ along $z$ gives $e_z=-0.01a$ and $e_x=e_y=0$. Every atom then gains a square face at its holes above and below, and all cells have 14 faces without any randomness. Under an elongation along $z$, $e_x=e_y<e_z$. The four atoms $\pm\hat{\mathbf x},\pm\hat{\mathbf y}$ stay equidistant by symmetry, the rectangle collapses to a line, and the number remains 12.

\subsection{Size of the new faces}

Now let all displacement components be independent Gaussians of variance $\sigma^2$. Each elongation is a difference of two components and has variance $2\sigma^2$. Put $X=e_y-e_x$ and $Y=e_z-e_x$. Both have variance $4\sigma^2$. They share $e_x$, so their covariance is $2\sigma^2$ and their correlation is $\tfrac12=\cos\alpha$ with $\alpha=\pi/3$. They can be written as
\begin{equation}
X=2\sigma s\cos\varphi,\qquad Y=2\sigma s\cos(\varphi-\alpha),
\end{equation}
where $s,\varphi$ are polar coordinates of two independent unit Gaussians: $\varphi$ is uniform and $\langle s^2\rangle=2$. Both $X$ and $Y$ are positive for $\alpha-\pi/2<\varphi<\pi/2$. Any of the three diagonals may be the shortest, which gives a factor 3:
\begin{align}
\langle A\rangle
&=3\cdot4\sigma^2\cdot2\int_{\alpha-\pi/2}^{\pi/2}
\frac{d\varphi}{2\pi}\cos\varphi\cos(\varphi-\alpha)\nonumber\\
&=\frac{6\sigma^2}{\pi}\int_{\alpha-\pi/2}^{\pi/2}
\left[\cos\alpha+\cos(2\varphi-\alpha)\right]d\varphi\nonumber\\
&=\frac{6\sigma^2}{\pi}\left[(\pi-\alpha)\cos\alpha+\sin\alpha\right]
=\sigma^2\left(2+\frac{3\sqrt3}{\pi}\right)\approx3.654\,\sigma^2 .
\label{eq:meanarea}
\end{align}
The area vanishes with $\sigma$, but the number of new faces does not. Counting gives a face of vanishing area the same weight as a large one.

\subsection{Distribution over atoms}

The mean does not tell how many cells keep 12 faces. Consider an atom at $\mathbf R$ and its holes at $\mathbf R\pm b\hat{\mathbf x}$. The elongations of their $x$ diagonals are
\begin{equation}
u_x(\mathbf R+2b\hat{\mathbf x})-u_x(\mathbf R),\qquad
u_x(\mathbf R)-u_x(\mathbf R-2b\hat{\mathbf x}).
\end{equation}
The shared component enters with opposite signs: an atom moving towards one neighbour moves away from the other. The competing diagonals of these two holes involve no common component. Holes on different axes of the atom may have atoms in common, but they use different components of them. For independent components, the three pairs of holes are therefore independent.

Let $t$ and $v$ be components in units of $\sigma$, with Gaussian density $\phi$ and cumulative function $\Phi$. Given $u_x(\mathbf R)=v\sigma$, the first hole yields a face of this atom if $t-v$ is smaller than two other elongations of variance 2. The probability is
\begin{equation}
g(v)=\int_{-\infty}^{\infty}\phi(t)\,
\Phi\!\left(\frac{v-t}{\sqrt2}\right)^{2}dt .
\end{equation}
For the opposite hole it is $g(-v)$. Both yield a face with probability
\begin{equation}
q=\int_{-\infty}^{\infty}\phi(v)\,g(v)\,g(-v)\,dv=0.0720 .
\end{equation}
Each hole alone does so with probability $\tfrac13$, by symmetry among its diagonals. One pair thus gives two, one or no faces with probabilities $q$, $\tfrac23-2q$ and $\tfrac13+q$. Twelve faces remain only if all three pairs give none:
\begin{equation}
P(12)=\left(\tfrac13+q\right)^3=(0.4054)^3=0.0666 .
\end{equation}
At the other end, $P(18)=q^3\approx0.0004$. The most probable number is 14, with probability $0.368$.

\section{Cobalt at 300 K}

The amplitude for the example comes from the Debye model. A mode of frequency $\omega$ contributes $(\hbar/2M\omega)\coth(\hbar\omega/2k_BT)$ to the variance. Averaging with the weight $3\omega^2/\omega_D^3$, writing $\coth(x/2)=1+2/(e^x-1)$ and $\hbar\omega_D=k_B\Theta$, gives
\begin{equation}
\sigma^2=\frac{3\hbar^2}{Mk_B\Theta}\left[\frac14+
\left(\frac T\Theta\right)^2\int_0^{\Theta/T}\frac{x\,dx}{e^x-1}\right].
\end{equation}
With the model inputs $a=0.354$ nm, $\Theta=400$ K and $M=58.93$ u, chosen to resemble cobalt and not quoted as measurements, this yields $\sigma=0.00697$ nm, or $\sigma/a=0.0197$. Equation (\ref{eq:meanarea}) predicts
\begin{equation}
\langle A\rangle=3.654\,(0.00697\ \mathrm{nm})^2
=1.77\times10^{-4}\ \mathrm{nm}^2,
\end{equation}
which is $0.8\,\%$ of the regular area $A_0=0.0222$ nm$^2$. The full Voronoi construction with independent displacements gives $1.63\times10^{-4}$ nm$^2$, $8\,\%$ below the leading-order prediction. The sampling error of this mean is about $2\,\%$, so its third digit is not fixed. Most of the difference is a finite-amplitude correction: larger samples lie about $7\,\%$ below the prediction at this amplitude and about $4\,\%$ below it at $\sigma/a=0.01$. These are means per new face. Some holes carry two faces, as discussed next, and the new area per hole lies only about $4.5\,\%$ below the prediction at the cobalt amplitude.

The excess of the mean over 14 is also an effect of finite amplitude. If the two shortest diagonals of a hole differ by no more than a few $\sigma^2/b$ (in holes with two new faces the median difference is about $2\sigma^2/b$), the linear theory cannot decide between them. Elongation differences are spread over a range of order $\sigma$, so this happens with a probability of order $\sigma/b$. Two diagonals that pass each other without crossing can then both carry a face. For isolated octahedra with independent displacements, the chance of a second face is about $0.013$ at $\sigma/a=0.01$ and $0.025$ to $0.026$ at $0.02$, proportional to $\sigma$ within the scatter of the samples. At the cobalt amplitude it predicts a mean of $14.05$, as found.

Real atoms do not move independently. A classical crystal with nearest-neighbour springs, scaled to the same $\sigma$, has correlated displacements. Its mean is $14.04$, but the share of cells with 12 faces falls from about $6\,\%$ to about $4\,\%$ ($6.5\,\%$ and $4.4\,\%$ in these samples of 4000 atoms, each uncertain by $0.3$ to $0.4$ percentage points; in the limit of small amplitude the correlated share is $4.6$ to $4.7\,\%$ for boxes from 256 to $32\,000$ atoms). This is the expected division: (\ref{eq:fourteen}) does not depend on correlations, while the distribution does. Changing $\Theta$ to 350 or 450 K changes $\sigma$ to $0.0079$ or $0.0062$ nm, and the predicted mean extra area by about $+29\,\%$ or $-20\,\%$. Cooling does not restore 12 faces in instantaneous configurations, since zero-point motion alone gives $\sigma=0.0039$ nm at 0 K.

The fcc phase of cobalt can be retained in thin films at room temperature, where the bulk equilibrium phase is hexagonal. Real films break the assumption of a perfect reference lattice through stacking faults, grain boundaries and surfaces. These, anharmonicity and magnetism are outside the model, and their effect on the numbers has not been estimated. The numerical output printed below gives the remaining values.

\section{The correct general statement}

\textbf{Statement.} In a periodic arrangement of atoms whose Voronoi vertices are all simple, sufficiently small displacements change no face number. If there are degenerate vertices, with more than four nearest atoms, this need not hold: in some such arrangements arbitrarily small displacements create faces.

\textbf{Proof.} The fcc hole proves the second part. For the first, consider a simple vertex. Its four atoms are not coplanar, so the linear equations for their equidistant point have a unique solution, which moves continuously with the atoms. Every other atom is farther away by a finite margin, so the vertex survives with the same four atoms.

It remains to exclude new vertices. Suppose they occurred for arbitrarily small displacements. By periodicity they could be chosen in a bounded region and would accumulate at some point. In the undisturbed arrangement this point would have at least four nearest atoms. If these were coplanar, they would lie on a circle and remain equidistant along its axis. Following the axis until another atom becomes equally near would lead to a vertex with at least five nearest atoms, against the assumption. The point is therefore an old simple vertex. Close to it only its four atoms can be nearest, and they have one equidistant point there, so the vertex is not new. All vertices keep their sets of atoms, and with them all faces persist. $\square$

The body-centred cubic crystal illustrates the first part. Its cell is bounded by $|x|+|y|+|z|\le\tfrac32b$ and $|x|,|y|,|z|\le b$, which gives $8+6=14$ faces. Its 24 vertices are at $b(1,\tfrac12,0)$, with all permutations and signs, and three faces meet at each. With random displacements of $\sigma/a=0.01$, every cell in the sample still has 14 faces. Weakly disordered fcc and bcc crystals therefore have nearly the same mean face number, although their first shells hold 12 and 8 atoms.

\section{What can be counted instead}

In the cobalt samples two simple counts return 12 for every atom; in larger samples rare exceptions must occur, for the first count with independent displacements at a rate of about one atom in $10^6$. One is a distance cutoff at $0.302$ nm, midway between the shells at $0.250$ and $0.354$ nm. The other discards faces smaller than $20\,\%$ of $A_0$. It works because the areas are well separated: with independent displacements the largest extra face in this sample has $8\,\%$ of $A_0$ and the smallest regular one $62\,\%$. These extremes drift with sample size, to about $11\,\%$ and $58\,\%$ for $28\,000$ cells, but stay well apart. Both counts rely on such a gap.

A measure without a threshold is
\begin{equation}
N_{\mathrm{eff}}=\frac{\left(\sum_jA_j\right)^2}{\sum_jA_j^2},
\end{equation}
with the sums over the faces of one cell. It equals 12 for 12 equal faces and is continuous at the perfect crystal, because a new face enters with zero area. Its mean for cobalt is $11.91$. It lies below 12 because unequal regular areas lower it by more than the small faces raise it. It measures how evenly the surface of the cell is shared and is not an integer coordination number.

In an amorphous oxide semiconductor the values 12 and 14 have no special role, since the atoms differ in kind and there is no fcc reference. If all vertices of a structure model are simple, its face numbers do survive sufficiently small displacements. The permitted size, however, is set by the smallest margin at any vertex, and thermal motion or a change of interatomic model may exceed it. A distance cutoff or an area threshold is well founded if the corresponding distribution has a clear gap. If it has none, the coordination number depends on a convention, which should be stated and varied.

\section*{Values computed for the example and the checks}
\begin{verbatim}
perfect fcc cell: simple vertices 8, fourfold vertices 6
perfect bcc cell: simple vertices 24
atoms in each fcc Voronoi test: 4000
tiny displacement sigma/a: 1e-06
tiny, independent: mean faces 14.0000, share with 12 faces 0.0635
  largest area error / sigma^2: 2.7e-04
tiny, phonon: mean faces 14.0000, share with 12 faces 0.0457
  largest area error / sigma^2: 2.8e-04
chance q that both holes of a pair give a face: 0.07202
P(12 faces): theory 0.06660, sample 0.06702
P(13 faces): theory 0.25762, sample 0.25743
P(14 faces): theory 0.36766, sample 0.36718
P(15 faces): theory 0.23430, sample 0.23417
P(16 faces): theory 0.06532, sample 0.06564
P(17 faces): theory 0.00813, sample 0.00821
P(18 faces): theory 0.00037, sample 0.00035
mean new area / sigma^2: theory 3.6540, sample 3.6599
second new face per hole, sigma/a=0.01: 0.01329
second new face per hole, sigma/a=0.02: 0.02509
noisy bcc, sigma/a=0.01: faces 14 to 14
fcc shortened 1% along z: faces 14 to 14
cobalt inputs: a = 0.354 nm, Debye temperature = 400 K
cobalt inputs: T = 300 K, atomic mass = 58.93 u
cobalt sigma: 0.00697 nm; sigma/a: 0.01968
sigma for Debye temperature 350 K: 0.00792 nm
sigma for Debye temperature 450 K: 0.00623 nm
zero-point sigma at 0 K: 0.00393 nm
nearest distance: 0.2503 nm; second distance: 0.3540 nm
distance cutoff: 0.3022 nm
regular face area: 0.02215 nm^2
predicted mean extra area: 1.774e-04 nm^2, 0.801 % of regular
predicted cobalt mean faces with finite sigma: 14.0516
cobalt, independent: mean faces 14.0475, range 12 to 18
  share with 12 faces: 0.0650
  mean extra area: 1.630e-04 nm^2
  largest extra / ideal regular area: 0.0849
  smallest regular / ideal regular area: 0.6187
  area-weighted effective number: 11.9144
  mean count by cutoff: 12.0000; by 20% area threshold: 12.0000
cobalt, phonon: mean faces 14.0430, range 12 to 18
  share with 12 faces: 0.0437
  mean extra area: 1.702e-04 nm^2
  largest extra / ideal regular area: 0.0816
  smallest regular / ideal regular area: 0.5960
  area-weighted effective number: 11.9271
  mean count by cutoff: 12.0000; by 20% area threshold: 12.0000
\end{verbatim}
